# All-electron structure factors from PAW and LAPW densities

## One spherical atom

Take a crystal with one atom per cell, at the origin, and follow one tight shell of \(Z_c\) electrons with the Gaussian density \(n(r)=Z_c(\alpha/\pi)^{3/2}e^{-\alpha r^2}\), small compared with the cell. The kinematic X-ray structure factor of a static periodic density is

\[F(\mathbf G)=\int_{\rm cell}n(\mathbf r)\,e^{+i\mathbf G\cdot\mathbf r}\,d^3r,\qquad n(\mathbf r)=\frac1\Omega\sum_{\mathbf G}F(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf r},\]

with \(\mathbf G\) a reciprocal-lattice vector and \(\Omega\) the cell volume. Lengths are in bohr and \(F\) is in electrons per cell; thermal motion and anomalous dispersion are left out. The integral factorizes into three Cartesian ones, and completing the square gives \(\int e^{-\alpha x^2+iG_xx}dx=\sqrt{\pi/\alpha}\,e^{-G_x^2/4\alpha}\), so \(F=Z_c\,e^{-G^2/4\alpha}\).

A plane-wave calculation whose cutoff lies well below \(2\sqrt\alpha\) cannot hold this shell as it is. If it drops the shell, the error \(F-\tilde F\) is \(Z_ce^{-G^2/4\alpha}\), which starts at \(Z_c\) and lasts out to \(G\sim2\sqrt\alpha\). If it keeps the charge but spreads it into a wider Gaussian with \(\beta<\alpha\), then

\[F-\tilde F=Z_c\left(e^{-G^2/4\alpha}-e^{-G^2/4\beta}\right)=\frac{Z_cG^2}{4}\left(\frac1\beta-\frac1\alpha\right)+O(G^4).\]

A normalized Gaussian has \(\langle r^2\rangle=3/2\alpha\), so the second moment of the density difference is \(M_2=\tfrac32Z_c(1/\alpha-1/\beta)\) and the leading error is \(-G^2M_2/6\). In the window \(2\sqrt\beta\ll G\ll2\sqrt\alpha\) the error is again close to \(Z_c\). Restoring the charge repairs \(G\to0\) and leaves the high-angle reflections wrong.

## Two naive schemes

The first naive scheme is to sample the true density on an \(N^3\) grid \(\mathbf r_j\) and use a fast Fourier transform (FFT). Inserting the Fourier series and using \(N^{-3}\sum_je^{i(\mathbf G-\mathbf G')\cdot\mathbf r_j}=1\) when \(\mathbf G'-\mathbf G\) is \(N\) times a reciprocal-lattice vector \(\mathbf K\), and zero otherwise,

\[\frac{\Omega}{N^3}\sum_jn(\mathbf r_j)\,e^{i\mathbf G\cdot\mathbf r_j}=\sum_{\mathbf K}F(\mathbf G+N\mathbf K).\]

The terms with \(\mathbf K\ne0\) are the aliasing error. For a hydrogenic 1s density \(\propto e^{-\zeta r}\), \(\zeta=2Z\), the transform is \((4\pi/G)\int_0^\infty re^{-\zeta r}\sin Gr\,dr=8\pi\zeta/(\zeta^2+G^2)^2\). It has dropped to a quarter of its \(G=0\) value at \(G=2Z\) and falls as \(G^{-4}\) well beyond, so the grid spacing \(h\) must satisfy \(\pi/h\gg2Z\) everywhere in the cell to resolve a feature that fills a tiny part of it.

The second naive scheme is to transform the smooth density \(\tilde n\) that the method already holds on its grid: the pseudo-density of the projector augmented-wave (PAW) method, or the interstitial plane-wave series of the linearized augmented plane-wave (LAPW) method continued through the whole cell. This FFT converges quickly, but to \(\tilde F\), the transform of a different function. The Gaussian case shows what is lost.

The two failures are complementary. The difference \(n-\tilde n\) is sharp but lives in small atom-centred spheres, where a radial mesh resolves it cheaply, and \(\tilde n\) fills the cell but is smooth. Each piece should be transformed in its own representation.

## Splitting the integral

Assume non-overlapping spheres of radius \(r_a\) about the nuclei \(\mathbf R_a\), and a smooth periodic \(\tilde n\) equal to \(n\) outside them. Define \(\Delta n^a(\mathbf r)=n(\mathbf R_a+\mathbf r)-\tilde n(\mathbf R_a+\mathbf r)\) for \(r<r_a\), core electrons included. Writing \(n=\tilde n+(n-\tilde n)\) and shifting the variable in each sphere,

\[F(\mathbf G)=\tilde F(\mathbf G)+\sum_ae^{i\mathbf G\cdot\mathbf R_a}\int_{r<r_a}\Delta n^a(\mathbf r)\,e^{i\mathbf G\cdot\mathbf r}\,d^3r.\]

A sphere cut by the cell boundary is reassembled from its periodic images, because \(e^{i\mathbf G\cdot\mathbf T}=1\) for a lattice vector \(\mathbf T\). The sphere density is stored as \(\Delta n^a=\sum_{LM}\Delta n^a_{LM}(r)Y_{LM}(\hat{\mathbf r})\) with real orthonormal harmonics, so the plane wave is needed in the same basis.

Let \(x=Gr\) and \(\mu=\hat{\mathbf G}\cdot\hat{\mathbf r}\). Since \(\int_{-1}^1P_L^2\,d\mu=2/(2L+1)\), the Legendre expansion \(e^{ix\mu}=\sum_Lc_LP_L(\mu)\) has \(c_L=\frac{2L+1}2\int e^{ix\mu}P_L\,d\mu\). Insert \(P_L=(2^LL!)^{-1}\,d^L(\mu^2-1)^L/d\mu^L\) and integrate by parts \(L\) times. The boundary terms vanish because \((\mu^2-1)^L\) has zeros of order \(L\) at \(\pm1\); each step gives a factor \(-ix\), and \((-1)^L(\mu^2-1)^L=(1-\mu^2)^L\). The sine part is odd in \(\mu\) and drops out:

\[c_L=(2L+1)\,i^Lj_L(x),\qquad j_L(x)=\frac{x^L}{2^{L+1}L!}\int_{-1}^1(1-\mu^2)^L\cos x\mu\,d\mu.\]

The power series follows from expanding the cosine. The substitution \(v=\mu^2\) gives a beta function, \(\int_{-1}^1\mu^{2k}(1-\mu^2)^Ld\mu=\Gamma(k+\frac12)L!/\Gamma(k+L+\frac32)=2^{L+1}L!\,(2k-1)!!/(2L+2k+1)!!\), and \((2k-1)!!/(2k)!=1/(2^kk!)\), so

\[j_L(x)=\sum_{k=0}^\infty\frac{(-1)^kx^{L+2k}}{2^kk!\,(2L+2k+1)!!},\]

the spherical Bessel function, with \(j_0=\sin x/x\). For the angular factor, \(\sum_MY_{LM}(\hat{\mathbf G})Y_{LM}(\hat{\mathbf r})\) is unchanged by a joint rotation, which mixes the \(Y_{LM}\) of one \(L\) by an orthogonal matrix. It therefore depends on \(\mu\) alone, and being a harmonic of degree \(L\) in \(\hat{\mathbf r}\) it equals \(cP_L(\mu)\). Setting \(\hat{\mathbf r}=\hat{\mathbf G}\) and integrating over the sphere gives \(2L+1=4\pi c\). The result is the Rayleigh expansion,

\[e^{i\mathbf G\cdot\mathbf r}=4\pi\sum_{LM}i^Lj_L(Gr)\,Y_{LM}(\hat{\mathbf G})\,Y_{LM}(\hat{\mathbf r}).\]

Orthonormality pairs each \(LM\) of the wave with the same \(LM\) of the density:

\[F(\mathbf G)=\tilde F(\mathbf G)+\sum_ae^{i\mathbf G\cdot\mathbf R_a}\sum_{LM}4\pi i^L\,Y_{LM}(\hat{\mathbf G})\int_0^{r_a}\Delta n^a_{LM}(r)\,j_L(Gr)\,r^2dr.\tag{1}\]

Under the stated assumptions (1) is an identity when all \(L\) are kept, and its second term is the error of using \(\tilde n\) alone. The opposite sign convention conjugates \(F\): \(i^L\to(-i)^L\) together with \(e^{i\mathbf G\cdot\mathbf R_a}\to e^{-i\mathbf G\cdot\mathbf R_a}\). \(\tilde F\) is conjugated with them. Changing \(i^L\) alone flips the sign of the odd-\(L\) terms; changing the site phase alone places the sphere terms at \(-\mathbf R_a\) relative to \(\tilde n\), which alters the \(L=0\) terms as well.

## What PAW supplies

For real orbitals with occupations \(f\), PAW writes \(\psi=\tilde\psi+\delta\) in sphere \(a\), with \(\delta=\psi^a-\tilde\psi^a\) the difference of the all-electron and smooth partial-wave sums. Then \(\psi^2-\tilde\psi^2=2\tilde\psi\delta+\delta^2\). Adding and subtracting \(2\tilde\psi^a\delta\), and using \((\psi^a)^2-(\tilde\psi^a)^2=\delta(\delta+2\tilde\psi^a)\),

\[\Delta n^a=\sum f\left[(\psi^a)^2-(\tilde\psi^a)^2+2(\tilde\psi-\tilde\psi^a)\,\delta\right]+n^a_c-\tilde n^a_c,\]

where \(n_c\) and \(\tilde n_c\) are the core and pseudo-core densities. The first two terms are products of partial waves with \(l\le l_{\max}\), so they contain \(L\le2l_{\max}\). The cross term vanishes if the partial waves are complete in the sphere, \(\tilde\psi=\tilde\psi^a\), and the standard one-centre expansion drops it on that assumption. With a finite set it is not zero, and it has no upper bound on \(L\), since \(\tilde\psi-\tilde\psi^a\) carries the higher-\(l\) tails from neighbouring atoms. Dropping it makes (1) the transform of the truncated PAW density, whose valence part differs from \(\sum f\psi^2\) by that term.

## What LAPW supplies

LAPW stores the full \(n^a_{LM}(r)\) in the spheres and a plane-wave series with coefficients \(\tilde F(\mathbf G')/\Omega\) that has meaning in the interstitial region. In the split integral write \(\Delta n^a=n-\tilde n\) and do the \(\tilde n\) part wave by wave. For one wave the angular integral leaves \(L=0\):

\[\int_{r<R}e^{i\mathbf q\cdot\mathbf r}d^3r=\frac{4\pi}q\int_0^Rr\sin qr\,dr=4\pi\,\frac{\sin qR-qR\cos qR}{q^3}=4\pi R^3\,\frac{j_1(qR)}{qR},\]

using \(j_1=-j_0'=(\sin x-x\cos x)/x^2\); as \(q\to0\) this tends to \(4\pi R^3/3\). Each term of \(\tilde n\,e^{i\mathbf G\cdot\mathbf r}\) is a wave with \(\mathbf q=\mathbf G-\mathbf G'\), so

\[F(\mathbf G)=F_I(\mathbf G)+\sum_ae^{i\mathbf G\cdot\mathbf R_a}\sum_{LM}4\pi i^LY_{LM}(\hat{\mathbf G})\int_0^{r_a}n^a_{LM}\,j_L(Gr)\,r^2dr,\tag{2}\]

\[F_I(\mathbf G)=\tilde F(\mathbf G)-\sum_a\sum_{\mathbf G'}\frac{\tilde F(\mathbf G')}\Omega\,e^{i\mathbf q\cdot\mathbf R_a}\,4\pi r_a^3\,\frac{j_1(qr_a)}{qr_a}.\]

\(F_I\) is the transform of the interstitial density, a convolution of \(\tilde F\) with the step function. Non-overlap is essential in both forms. In a lens shared by two spheres, (1) would add \(n-\tilde n\) twice, and (2) would remove \(\tilde n\) twice and add \(n\) twice, which is the same error.

Equations (1) and (2) agree when all \(L\) are summed and differ when the sum stops at \(L_{\max}\). The omitted terms in (1) are the integrals of \(\Delta n_{LM}\) with \(L>L_{\max}\). In (2) they are the integrals of \(n_{LM}=\Delta n_{LM}+\tilde n_{LM}\), because the step function has removed \(\tilde n\) in every \(L\) and nothing puts the high-\(L\) part back. While \((Gr)^2\ll4L+6\) the first term of the series for \(j_L\) dominates, so the weight \(j_L(Gr)r^2\) grows as \(r^{L+2}\) and picks out the sphere edge, where \(\Delta n_{LM}\) goes to zero and \(n_{LM}\) does not. In this range of \(Gr\) form (1) is therefore the better target; at larger \(Gr_a\) the argument does not decide the ordering. An LAPW density can be brought into it by applying the Rayleigh expansion to \(e^{-i\mathbf G'\cdot\mathbf r}\),

\[\tilde n^a_{LM}(r)=\frac{4\pi(-i)^L}\Omega\sum_{\mathbf G'}\tilde F(\mathbf G')\,e^{-i\mathbf G'\cdot\mathbf R_a}j_L(G'r)\,Y_{LM}(\hat{\mathbf G}'),\]

and subtracting up to the same \(L_{\max}\). This helps to the extent that the continued series resembles the true density at high \(L\).

## Why compensation charges are not the cure

Insert the series for \(j_L\) in (1), keeping the phases \(e^{i\mathbf G\cdot\mathbf R_a}\) unexpanded. Sphere \(a\) contributes

\[\sum_{LM}\sum_k4\pi i^LY_{LM}(\hat{\mathbf G})\,\frac{(-1)^kG^{L+2k}}{2^kk!\,(2L+2k+1)!!}\int_0^{r_a}\Delta n^a_{LM}\,r^{L+2k+2}dr.\tag{3}\]

The \(k=0\) integrals are the multipole moments \(Q_{LM}=\int\Delta n_{LM}r^{L+2}dr\). With \(Y_{00}=1/\sqrt{4\pi}\), order \(G^0\) is \(\sqrt{4\pi}Q_{00}\), the charge missing from the sphere. Order \(G^1\) is the dipole, \(L=1\). Order \(G^2\) has two parts, the quadrupole \((L=2,k=0)\) and the radial second moment \((L=0,k=1)\).

A compensation charge \(\hat n_{LM}=Q_{LM}s_L(r)\), with \(\int s_Lr^{L+2}dr=1\), is a smooth function with the same multipoles. Adding it to \(\tilde n\) replaces \(\Delta n\) in (3) by \(\Delta n-\hat n\) and cancels the \(k=0\) terms for the compensated \(L\). The electrostatic potential outside the sphere depends on the \(Q_{LM}\) alone, so its compensated multipole terms are then exact, but in (3) the terms with \(k\ge1\) remain. With \(L\le2\) compensated the first survivor is \(L=0,k=1\), with coefficient \(-G^2/(2\cdot3!!)=-G^2/6\):

\[F-\tilde F-\hat F=-\frac{G^2}6\sum_ae^{i\mathbf G\cdot\mathbf R_a}M_2^a+O(G^3),\qquad M_2^a=\int r^2(\Delta n^a-\hat n^a)\,d^3r,\tag{4}\]

valid for \(Gr_a\ll1\) and identical in form to the Gaussian result. With the monopole alone compensated, a dipole term linear in \(G\) survives on sites whose symmetry allows a dipole.

For the other limit take \(s_L=A_Lx^L(1-x^2)^3\), \(x=r/r_a\), and \(\kappa=Gr_a\). With \(m=L+k+\frac32\),

\[\int_0^1x^{2L+2k+2}(1-x^2)^3dx=\frac{3}{m(m+1)(m+2)(m+3)}=48\,\frac{(2L+2k+1)!!}{(2L+2k+9)!!}.\]

The case \(k=0\) fixes \(A_L=(2L+9)!!/[48(2L+1)!!\,r_a^{L+3}]\). Integrating the series of \(j_L(\kappa x)\) term by term turns \((2L+2k+1)!!\) in its denominator into \((2L+2k+9)!!\), which is the series of \(j_{L+4}(\kappa)/\kappa^4\):

\[\int_0^{r_a}s_L\,j_L(Gr)\,r^2dr=\frac{(2L+9)!!}{(2L+1)!!\,r_a^L}\,\frac{j_{L+4}(\kappa)}{\kappa^4}.\]

For \(L=0\) this is \(945\,j_4(\kappa)/\kappa^4\), which is 1 at \(\kappa=0\), and oscillates and falls as \(\kappa^{-5}\) at large \(\kappa\). There \(\hat n\) contributes almost nothing and the error returns to its uncompensated value. The ratio of the \(k=1\) and \(k=0\) integrals gives \(\langle r^2\rangle=3r_a^2/11\) for \(s_0\).

## The scheme

One FFT of \(\tilde n\), pseudo-core included, gives \(\tilde F\) for all reflections whose indices are below \(N/2\) in magnitude, up to the aliasing error of the smooth density. In each sphere \(\Delta n^a\) is tabulated on a radial mesh dense at the nucleus, and \(\Delta n^a_{LM}\) comes from Gaunt coefficients or angular quadrature. The radial integrals depend on \(|\mathbf G|\) alone, so they are done once per shell of equal \(G\); the factors \(4\pi i^LY_{LM}(\hat{\mathbf G})e^{i\mathbf G\cdot\mathbf R_a}\) are applied per reflection. Convergence is controlled by \(N\), \(L_{\max}\), the radial mesh and, where it is used, the angular quadrature, and at \(\mathbf G=0\) the sum must return the electron count.

## A CO lattice

The example needs a density whose transform is known by another route. It takes one CO molecule (bond 2.13 bohr, roughly the equilibrium length) at the all-electron, nonrelativistic PBE/cc-pVDZ level, repeated unperturbed on a simple-cubic lattice with \(a=7\) bohr, so \(2\pi/a=0.8976\) bohr\(^{-1}\). The nuclei are at \(\mathbf R_{\rm C}=(1.4457,0.4186,-0.4754)\) and \(\mathbf R_{\rm O}=(2.0543,1.3314,1.3504)\) bohr, a tilt that excites all \(M\). For superposed densities the cell integral of the lattice sum equals the all-space transform of one molecule, and a product of Gaussian orbitals is a polynomial times a Gaussian, whose transform is closed-form. That analytic \(F_{\rm ref}\) is the reference. It belongs to this model density, which is not solid CO: it lacks intermolecular polarization, nuclear cusps, basis completeness, relativity, vibration and correlation beyond PBE. Five decimals are quoted to compare algorithms on the same density. The numbers are not converged in the basis: with cc-pVTZ \(|F(100)|\) moves from 11.075 to 11.048 e and the other tabulated \(|F|\) by up to 0.015 e, the valence sphere charge on O from 0.110 to 0.158 e, and the \(R\) values of 3.19% and 1.67% given below become 3.81% and 1.73%, with the largest error of \(\tilde n_v\)+core rising from 0.144 to 0.190 e.

The smooth orbitals use \(r_a=1\) bohr. A basis function is \(g(u)\,r^lY_{lm}\) with \(u=r^2\) and \(g=\sum_pc_pe^{-\alpha_pu}\). Inside its own sphere \(g\) is replaced by its fourth-order Taylor polynomial about \(u_a=r_a^2\),

\[\tilde g(u)=\sum_pc_p\,e^{-\alpha_pu_a}\sum_{k=0}^4\frac{[\alpha_p(u_a-u)]^k}{k!},\]

which suppresses primitives with \(\alpha_pu_a\gg4\) and makes \(\Delta n\) vanish as \((r_a-r)^5\). The orbital coefficients are unchanged, the cross term is kept, and the core is the two molecular 1s orbitals. The grid has \(N=48\) (\(\pi/h=21.54\) bohr\(^{-1}\)), with \(\tilde n\) sampled in a box of side \(2a\) and folded into the cell. The spheres use 64 Gauss–Legendre points in \(t\), \(r=r_at^3\), a \(16\times32\) angular product rule and \(L\le14\); the tails of the six face neighbours are added to \(n_{LM}\) in (2).

At \(\mathbf G=0\) the grid holds \(9.85130+0.33959=10.19089\) electrons (valence and pseudo-core). The spheres add \(0.03890+1.72281=1.76171\) on C and \(0.10980+1.93759=2.04739\) on O, for a total of 14.0000. Form (2) divides the same total into 6.20985 interstitial electrons and \(14-6.20985=7.79015\) in the spheres.

For \((2,\bar1,3)\), \(G=0.8976\sqrt{14}=3.359\) bohr\(^{-1}\), and \(s=\sin\theta/\lambda=G/4\pi=3.359/(4\pi\times0.529177)=0.505\) Å\(^{-1}\). The terms of (1), with C and O added, are

\[\begin{aligned}\tilde F&=(0.33612+0.13952)+(-0.13873+0.13066)i=0.47564-0.00807i,\\L=0&:\ (0.91303+1.83277)+(1.24909-0.28487)i=2.74580+0.96422i,\\L=1&:\ -0.00549-0.00238i,\qquad L=2:\ -0.00100-0.00048i,\end{aligned}\]

and \(L=3\) adds \(-0.00001i\). The sum is \(3.21495+0.95328i\), equal within the rounding of the terms to \(F_{\rm ref}=3.21494+0.95330i\). An \(L=0\) term is a real integral times the site phase: \(\mathbf G\cdot\mathbf R_{\rm C}=0.8976\times1.0466=0.939\) rad, whose tangent matches \(1.24909/0.91303=1.368\). The moduli, 1.547 on C and 1.855 on O, are 88% and 91% of the sphere charges, so the missing density still scatters almost as a point at this \(G\).

Over the 871 reflections with \(s\le1\) Å\(^{-1}\) (one of each Friedel pair), together with \((000)\) and \((8,5,4)\), the largest \(|F-F_{\rm ref}|\) of form (1) is \(2.7\times10^{-6}\) e. The largest absolute error over \((000)\) and the six reflections listed below depends on \(L_{\max}\) as follows.

| \(L_{\max}\) | form (1), e | form (2), e |
|---|---|---|
| 0 | \(1.4\times10^{-2}\) | \(9.7\times10^{-2}\) |
| 2 | \(1.7\times10^{-5}\) | \(1.1\times10^{-2}\) |
| 4 | \(2.7\times10^{-6}\) | \(1.9\times10^{-3}\) |
| 6 | \(2.7\times10^{-6}\) | \(8.0\times10^{-5}\) |
| 8 | \(2.7\times10^{-6}\) | \(9.8\times10^{-6}\) |
| 14 | \(2.7\times10^{-6}\) | \(3.0\times10^{-6}\) |

Form (1) has reached its floor by \(L_{\max}=4\), where the error of form (2) is about 700 times that floor. The ordering is the one the edge argument predicts, but the argument needs \((Gr_a)^2\ll4L+6\), which is 26 for the first omitted \(L=5\). It does not apply at 543 and 854, where \((Gr_a)^2=40\) and 85, and 543 is the reflection that sets this entry of form (2), so the table shows the ordering of the largest errors outside the range in which it was derived. For a single reflection it can reverse there: at 543 with \(L_{\max}=0\) the omitted terms are \(1.4\times10^{-2}\) e in form (1) and \(1.2\times10^{-2}\) e in form (2). The floor does not depend on \(L\). It is set by \((000)\): \(2.6\times10^{-6}\) e of the molecule lies outside the doubled box, and aliasing of \(\tilde n\) contributes about \(10^{-7}\) e. The cross terms beyond \(L=4\) exist here, but they amount to at most \(5\times10^{-7}\) e over the 871 reflections, below this floor.

Next come the approximations, with \(\tilde n_v\) the valence pseudo-density, \(\hat n_v\) its compensation for \(L\le2\), and the analytic transform of the true core. The entries are \(|F|\) in electrons.

| \(hkl\) | \(s\), Å\(^{-1}\) | ref. | \(\tilde n_v\) | \(\tilde n_v\)+core | \(\tilde n_v+\hat n_v\)+core |
|---|---|---|---|---|---|
| 100 | 0.135 | 11.0747 | 7.1262 | 10.9324 | 11.0716 |
| 111 | 0.234 | 2.1082 | 1.9654 | 2.0422 | 2.1074 |
| \(2\bar13\) | 0.505 | 3.3533 | 0.3636 | 3.2529 | 3.3243 |
| 421 | 0.619 | 3.1011 | 0.0504 | 3.0016 | 3.0592 |
| 543 | 0.954 | 1.7461 | 0.0821 | 1.7001 | 1.7068 |
| 854 | 1.383 | 0.6946 | 0.0209 | 0.6679 | 0.6670 |

With \(R=\sum\big||F_x|-|F_{\rm ref}|\big|/\sum|F_{\rm ref}|\) over the 871 reflections, \(\tilde n_v\) gives 87.1% and \(\tilde n_v+\hat n_v\) gives 86.9%: valence compensation restores \(0.0389+0.1098=0.1487\) e of the \(14-9.8513=4.1487\) e that are absent. Adding the core instead gives 3.19%, with a largest complex error of 0.144 e, close to the missing valence charge. Core and compensation together give 1.67% and 0.071 e. This remainder is the transform of the difference between the missing valence density in the spheres and \(\hat n_v\), so its size belongs to this choice of \(r_a\), \(\tilde g\) and \(s_L\).

Reflection 111 looks mild, with \(\tilde n_v\) low by 7% of \(|F_{\rm ref}|\) against 36% for 100. The phase difference between the sites is \(\mathbf G\cdot(\mathbf R_{\rm O}-\mathbf R_{\rm C})=0.8976\times(0.6086+0.9128+1.8258)=3.00\) rad, near \(\pi\), so the densities that \(\tilde n_v\) lacks at the two sites largely cancel. With two core electrons per site plus the valence sphere charge, taken as points, they give \(|2.04+2.11\,e^{3.00i}|\approx0.3\) e. Agreement on such a reflection says little about the others. At 854 compensation makes matters slightly worse, 4.0% low against 3.8%. Here \(\kappa=9.2\) lies past the first zero of \(j_4\), and the monopole factor derived above is \(945\,j_4(\kappa)/\kappa^4=-0.012\), small and negative. The \(L=0\) compensation adds \(-0.0009\) e along \(F\) and \(L=1,2\) together \(-0.00004\) e, which accounts for the step from 0.6679 to 0.6670.

At the low-angle end, (4) accounts for the residual. The valence moments are \(M_2=-0.01132\) (C) and \(-0.01295\) (O) e bohr\(^2\). For 100 the phase difference is \(0.8976\times0.6086=0.546\) rad, \(|0.01132+0.01295e^{0.546i}|=0.0234\), and \(G^2/6=0.134\), which gives 0.0031 e; since \(Gr_a=0.90\) is not small, this is an estimate by the leading term. The error has phase 1.59 rad and \(F\) has phase 1.62 rad, so they are nearly parallel and the moduli differ by about the same amount: \(11.0747-11.0716=0.0031\).

Smaller wavevectors are reached by treating the molecule as isolated and summing \(\tilde n\,e^{i\mathbf q\cdot\mathbf r}\) directly over the doubled box. At \(q=0.4\) bohr\(^{-1}\) along \((1,2,2)/3\), the valence error with monopole compensation is \(0.00108+0.00064i\) e, reproduced to these digits by (3) through third order, in which the dipole term has modulus \(7.3\times10^{-4}\) e. Compensation through \(L=2\) lowers the error to \(0.00049+0.00034i\) e.

When core and valence are compensated together, \(M_2=-0.3568\) (C) and \(-0.4475\) (O) e bohr\(^2\). The sign has a plain origin. Since \(M_2=\int r^2\Delta n\,d^3r-\tfrac3{11}r_a^2\sqrt{4\pi}Q_{00}\), oxygen has \(\int r^2\Delta n\,d^3r=-0.4475+0.2727\times2.0474=0.111\), or 0.054 bohr\(^2\) per electron against 0.273 for \(\hat n\): the smooth charge is too wide, as \(\beta<\alpha\) was in the Gaussian case. For \(\mathbf q\) perpendicular to the bond the two phases coincide, and the odd-\(L\) terms vanish because \(\Delta n\) is axial and \(P_L(0)=0\) for odd \(L\). Equation (4) then gives \((q^2/6)\times0.8043\) e, which with unrounded moments is 0.01207 e at \(q=0.3\) bohr\(^{-1}\) and 0.04826 e at \(q=0.6\) bohr\(^{-1}\). The computed errors are 0.01204 and 0.04787 e, with exponent \(\log_2(0.04787/0.01204)=1.99\). The shortfall at the larger \(q\) is 0.8% of the law's value, and it grows from 0.00003 to 0.00039 e, compatible within rounding with the factor 16 of a \(q^4\) term.
